# Why HCl readsorption can leave a saturated thickness gradient in TiCl4–water deposition

Consider a very long channel whose walls carry reactive places for titanium tetrachloride. The gas enters at one end, and a reaction front moves down the channel, more slowly than the gas itself, as the places are used up. Suppose that each adsorbed TiCl4 molecule releases $\nu$ molecules of HCl, and that each HCl molecule which later sticks to the wall blocks a fraction $w$ of a landing place for TiCl4. Suppose also that HCl sticks so readily that none of it gets far beyond the front.

Far from the inlet the front advances without changing shape. The HCl captured per length of channel must then equal the HCl released per length. If a fraction $\theta$ of the places ends up holding TiCl4, a fraction $w\nu\theta$ ends up blocked. When no place is left free,

$$\theta+w\nu\theta=1,\qquad \theta=\frac{1}{1+w\nu}.$$

At the inlet there is no upstream wall to supply HCl, so $\theta=1$ there. With $w\nu=0.5$ the film grown per cycle falls from its full value at the inlet to two thirds of it far downstream. More TiCl4 cannot repair this, because it finds no free places. The surface is saturated, but with two different species.

If the channel is finite and HCl sticks weakly enough, much of the byproduct leaves through the exhaust instead. How much of the gradient survives is a question of transport, and it has a closed answer.

## The model

Let the channel be flat, with gap $h$ and both walls reactive, so that its surface-to-volume ratio is $s=2/h$. A carrier gas flows at uniform speed $u$. The reactants are dilute, and diffusion along the channel is left out for now. The gas densities of TiCl4 and HCl are $a$ and $b$, there are $N$ landing places per wall area, and $\varphi$ is the free fraction.

A gas of density $n$ and mean thermal speed $v$ strikes a wall at the rate $nv/4$ per area. If a molecule sticks to a free place with a small probability $\beta$, the uptake per area is $\beta vn\varphi/4$, and the uptake per gas volume is $s$ times this. It is convenient to divide by $u$ and define

$$\alpha=\frac{s\beta_Av_A}{4u},\qquad \gamma=\frac{s\beta_Bv_B}{4u},$$

where $A$ labels TiCl4 and $B$ labels HCl. The lengths $1/\alpha$ and $1/\gamma$ are the distances over which each gas would be depleted by a factor $e$ on a fresh surface, if nothing replenished it.

Two assumptions concern the chemistry. During the TiCl4 dose, blocking by HCl is irreversible. During the water step, all chlorine is removed and the same $N$ is restored everywhere. The film per cycle is then proportional to the fraction $\theta$ of places that took TiCl4, and every cycle repeats the same profile. Relaxing either assumption changes the result in ways worked out below.

The TiCl4 balance in the gas is

$$\frac{\partial a}{\partial t}+u\frac{\partial a}{\partial x}=-u\alpha\varphi a.$$

Now measure time at each position from the arrival of the carrier gas that entered at $t=0$, by setting $\tau=t-x/u$. Moving along $x$ at fixed $\tau$ means that $t$ grows by $dx/u$, so

$$\left.\frac{\partial}{\partial x}\right|_\tau=\frac{\partial}{\partial x}+\frac1u\frac{\partial}{\partial t}.$$

The left side of the balance is therefore $u$ times the derivative at fixed $\tau$. No slow-change approximation is needed. HCl has a source $\nu$ times the TiCl4 uptake and a loss of its own:

$$\frac{\partial a}{\partial x}=-\alpha\varphi a,\qquad
\frac{\partial b}{\partial x}=\varphi(\nu\alpha a-\gamma b).$$

On the wall, each TiCl4 removes one free place and each HCl removes $w$ of one. At fixed $x$ the derivatives with respect to $t$ and $\tau$ agree, so

$$sN\frac{\partial\varphi}{\partial\tau}=-u\varphi(\alpha a+w\gamma b),\qquad
sN\frac{\partial\theta}{\partial\tau}=u\alpha\varphi a.$$

## Counting free surface instead of distance

Both gas equations carry the factor $\varphi$ on the right. The gas responds only to free surface, so the natural coordinate is the free length upstream,

$$\xi(x,\tau)=\int_0^x\varphi(x',\tau)\,dx'.$$

At fixed $\tau$, $d\xi=\varphi\,dx$. Dividing the gas equations by $\varphi$ gives

$$\frac{da}{d\xi}=-\alpha a,\qquad \frac{db}{d\xi}=\nu\alpha a-\gamma b.$$

The first has the solution $a=a_0e^{-\alpha\xi}$, where $a_0(\tau)$ is the inlet density. Multiplying the second by $e^{\gamma\xi}$ turns it into

$$\frac{d}{d\xi}\left(be^{\gamma\xi}\right)=\nu\alpha a_0e^{-(\alpha-\gamma)\xi}.$$

No HCl enters at the inlet, so $b=0$ at $\xi=0$. Integrating from there and multiplying by $e^{-\gamma\xi}$,

$$b=\nu a_0\,\frac{\alpha\left(e^{-\gamma\xi}-e^{-\alpha\xi}\right)}{\alpha-\gamma}.$$

If $\alpha=\gamma$, the limit $b=\nu a_0\alpha\xi e^{-\alpha\xi}$ is meant.

These solutions show the order of events. Their ratio is

$$\frac ba=\frac{\nu\alpha}{\alpha-\gamma}\left(e^{(\alpha-\gamma)\xi}-1\right),$$

which grows with the free length upstream. If $\gamma<\alpha$, as in the example below, a place far downstream first sees a large $\xi$, hence gas rich in HCl and almost stripped of TiCl4. As the upstream wall fills, $\xi$ shrinks and the ratio falls to zero. HCl does not outrun the carrier gas; it is ahead of the TiCl4 front because TiCl4 is held back by the wall.

## The saturated profile

Integrate the wall balance over $x$ at fixed $\tau$. On the left, $\int\varphi\,dx'=\xi$. On the right, $\varphi\,dx'=d\xi'$, so

$$sN\frac{\partial\xi}{\partial\tau}=-u\int_0^\xi(\alpha a+w\gamma b)\,d\xi'.$$

The first part of the integral is

$$\int_0^\xi\alpha a\,d\xi'=a_0\left(1-e^{-\alpha\xi}\right)\equiv A(\xi).$$

For the second, the HCl equation gives $\gamma b=\nu\alpha a-db/d\xi$, whose integral is $\nu A-b$. This is HCl released minus HCl still in the gas. Hence

$$sN\frac{\partial\xi}{\partial\tau}=-uH(\xi),\qquad H=A+w(\nu A-b).$$

Let $\Theta(x,\tau)=\int_0^x\theta\,dx'$ be the accumulated film upstream of $x$. The same integration gives

$$sN\frac{\partial\Theta}{\partial\tau}=uA(\xi).$$

Dividing the two rates at fixed $x$,

$$\frac{d\Theta}{d\xi}=-\frac{A(\xi)}{H(\xi)}.$$

Both $A$ and $H$ are proportional to $a_0$, so the inlet density cancels, even if it varies during the pulse. On a fresh surface $\varphi=1$ and $\xi$ starts at $x$. After a sufficient dose it has fallen to zero. Therefore

$$\Theta_\infty(x)=\int_0^x\frac{A(\xi)}{H(\xi)}\,d\xi,\qquad
\theta_\infty(x)=\frac{d\Theta_\infty}{dx}=\frac{A(x)}{H(x)}.$$

Dividing numerator and denominator by $A$ gives the result:

$$\theta_\infty(x)=\frac{1}{1+w\nu R(x)},\qquad
R(x)=1-\frac{\alpha\left(e^{-\gamma x}-e^{-\alpha x}\right)}{(\alpha-\gamma)\left(1-e^{-\alpha x}\right)}.$$

Here $R=1-b/(\nu A)$ with $\xi=x$. It is the fraction of the HCl released upstream of $x$ on a fresh surface that is also recaptured upstream of $x$.

It may seem odd that the initial state fixes the final film. The reason is that a partly filled stretch with free length $\xi$ acts on the gas like a fresh channel of length $\xi$. The stretch up to $x+dx$ begins with slightly more free length than the stretch up to $x$. Once it has used up that excess, it repeats the other's history. The additional film was therefore laid down, in effect, while the free length fell from $x+dx$ to $x$, and the split between film and blocking in that interval is set by $A(x)$ and $H(x)$.

## What the limits say

If HCl does not stick, $\gamma=0$ and $R=0$. The saturated film is uniform, however strongly TiCl4 is depleted during the dose. Depletion delays the filling of downstream places, but by itself leaves no permanent gradient.

Near the inlet, where $\alpha x\ll1$ and $\gamma x\ll1$, expansion to the first correction gives

$$\frac{b}{\nu A}\simeq\frac{\alpha x[1-(\alpha+\gamma)x/2]}{\alpha x(1-\alpha x/2)}\simeq1-\frac{\gamma x}{2},
\qquad R\simeq\frac{\gamma x}{2}.$$

The factor one half arises because HCl is released evenly over the stretch and travels half its length on average before reaching $x$.

Further down, where $\alpha x\gg1$ but $\gamma x\ll1$, the terms $e^{-\alpha x}$ vanish. With $\gamma\ll\alpha$, so that $\alpha/(\alpha-\gamma)\simeq1+\gamma/\alpha$,

$$R\simeq1-\left(1+\frac\gamma\alpha\right)(1-\gamma x)\simeq\gamma\left(x-\frac1\alpha\right).$$

Nearly all HCl is now released in the first few lengths $1/\alpha$, at a mean distance $1/\alpha$ from the inlet, and must pass over the remaining $x-1/\alpha$. When both $\alpha x$ and $\gamma x$ are large, $R\to1$ and the opening result returns.

## A channel in numbers

Take a channel 30 cm long with a gap of 5 mm, at 473 K and 2 Torr. The flow speed is 3 m/s and the TiCl4 inlet pressure is 0.05 Torr. The sticking probabilities are set to $5\times10^{-3}$ for TiCl4 and $1\times10^{-4}$ for HCl, with $\nu=1.5$ and $w=1/3$. These four are round model parameters. The mean thermal speeds are 229.8 and 524.1 m/s. Since $s=2/h=4\ \mathrm{cm^{-1}}$, the factor $s/4$ is $1\ \mathrm{cm^{-1}}$, and

$$\alpha=(1\ \mathrm{cm^{-1}})(5\times10^{-3})\frac{229.8}{3.0}=0.383\ \mathrm{cm^{-1}},$$

$$\gamma=(1\ \mathrm{cm^{-1}})(10^{-4})\frac{524.1}{3.0}=0.01747\ \mathrm{cm^{-1}}.$$

The capture lengths are 2.6 cm for TiCl4 and 57 cm for HCl. At the exit $e^{-\alpha x}$ is negligible, and

$$R=1-\frac{0.3830}{0.3830-0.01747}\,e^{-0.01747\times30}=0.380,$$

$$\theta_\infty=\frac{1}{1+0.5\times0.380}=0.840.$$

With growth of 0.05 nm per cycle at the inlet, 1000 cycles give 50 nm there and 42 nm at the exit, a deficit of 16 % relative to the inlet.

| $x$ (cm) | $R$ | $\theta_\infty$ | film (nm) |
|---|---|---|---|
| 5 | 0.055 | 0.973 | 48.7 |
| 10 | 0.124 | 0.942 | 47.1 |
| 20 | 0.261 | 0.884 | 44.2 |
| 30 | 0.380 | 0.840 | 42.0 |

The time needed to supply one TiCl4 molecule per landing place is $t_s=sNL/(ua_0)=0.056$ s, where $L$ is the channel length. Once $\xi$ is small, $H\simeq a_0\alpha\xi$, so the remaining free length decays at the rate $u\alpha a_0/(sN)=\alpha L/t_s$. Its time constant is $0.056/(0.383\times30)\simeq0.005$ s. Saturation is therefore abrupt.

A simulation that moves the gas through 600 cells in laboratory time, and uses neither $\tau$ nor $\xi$, shows this directly. For doses of 0.03, 0.06, 0.10, 0.20 and 0.40 s it gives exit values of $\theta$ of 0.009, 0.722, 0.840, 0.840 and 0.840. The second value lies on a steep front and carries a grid error of about 0.002; at the exit itself it converges to 0.720. The first two films are underdosed, and their gradients shrink with more precursor. The last three have reached the permanent gradient. For the 0.40 s dose the simulated profile differs from the formula by at most $2.2\times10^{-4}$ in $\theta$.

The simulation also confirms the order of events. The carrier gas reaches the exit after 0.100 s. HCl blocking there reaches half its final amount at 0.125 s, and TiCl4 uptake reaches half its final amount at 0.151 s. With HCl sticking set to zero and all else fixed, the exit value of $\theta$ becomes 1.000, so in this model the saturated gradient is due to HCl uptake.

## What changes the gradient

Doubling the TiCl4 inlet pressure at fixed flow speed, or replacing the square pulse by a ramp, leaves the saturated profile unchanged within the test tolerance of 0.002 in $\theta$. More TiCl4 fills the wall sooner, but it also releases HCl sooner in the same proportion. This independence belongs to the model without axial diffusion; with diffusion it holds only approximately, as the last section shows.

Flow speed does matter. Doubling $u$ with the inlet density, geometry and sticking held fixed halves both $\alpha$ and $\gamma$. The exit value rises from 0.840 to 0.911, which reduces the deficit from 16 % to 9 %, mainly because HCl spends less time beside each part of the wall. The longer capture length of TiCl4 adds a little, since HCl is then released further downstream. A wider gap at fixed speed acts in the same way through $s$, as long as mixing across the gap remains fast.

The gradient also depends strongly on the sticking of HCl. With the other inputs fixed, $3\times10^{-5}$ gives an exit deficit of 6 %, and $3\times10^{-4}$ gives 28 %. The limit for strong sticking is 33 %, and the simulation reaches it at $10^{-2}$.

## When a longer dose does help

Suppose blocked places are freed by HCl desorption at a rate $k_d$. After the front has passed, the carrier gas brings TiCl4 and little HCl. If TiCl4 refills freed places much faster than they appear, and little of the HCl sticks again, the deficit obeys

$$\frac{d(1-\theta)}{dt}=-k_d(1-\theta),\qquad 1-\theta\propto e^{-k_dt}.$$

For $k_d=1\ \mathrm{s^{-1}}$ the refilling time of about 0.005 s is indeed short. The simulated exit value is 0.8885 after a 0.4 s dose and 0.9775 after a 2.0 s dose. The ratio of the deficits is 0.202, in agreement with $e^{-1.6}=0.202$. The gradient is then only delayed saturation.

An apparent plateau therefore does not prove that blocking is permanent. Let $D=0.160$ be the irreversible deficit at the exit, and suppose that it is still nearly intact at 0.2 s. Extending the dose to 0.4 s thickens the exit film by 1 % of its own value if

$$D\left(1-e^{-k_d(0.2\ \mathrm s)}\right)=0.01\times0.840,$$

which gives $k_d\simeq0.27\ \mathrm{s^{-1}}$. A slower rate would escape a thickness comparison with 1 % resolution over this interval, yet a dose of many seconds could reveal it. With an assumed attempt rate of $10^{13}\ \mathrm{s^{-1}}$, this rate corresponds to a desorption barrier of about 1.27 eV at 473 K. Direct displacement of bound chlorine by TiCl4, which the model omits, would be another way for a long dose to recover the film.

## The water step

The water step also releases HCl, and the model assumes that continued exposure to water removes whatever readsorbs. If it does not, the next TiCl4 dose starts with a free fraction $\varphi_0(x)<1$. The free length then starts at $\xi_0=\int_0^x\varphi_0\,dx'$ instead of $x$. Writing $F(\xi)=A(\xi)/H(\xi)$, the accumulated film is $\int_0^{\xi_0}F\,d\xi$, and differentiation with $d\xi_0/dx=\varphi_0$ gives

$$\theta_\infty(x)=\varphi_0(x)\,F\bigl(\xi_0(x)\bigr).$$

If the starting fraction falls linearly from 1 at the inlet to 0.95 at the exit, the exit value drops from 0.840 to 0.801. The loss is slightly less than 5 % of the film because fewer upstream places also release less HCl. If the leftover blocking is irreversible during the TiCl4 dose, a longer dose does not remove this contribution, but a longer water dose may, if incomplete hydrolysis is its cause.

## Comparison with a real reactor

The temperature, pressure and growth per cycle are roughly those of thermal TiCl4–water deposition in a flow reactor, and a deficit of 16 % would be large for a film meant to be uniform to a few per cent. The flow idealizations matter modestly here. Adding axial diffusion to the simulation gives 0.999 at the inlet and 0.850 at the exit, so the exit deficit falls from 16 % to 15 %. The exit value rises by about 0.003 if the closed ends are replaced by inert sections of channel. Diffusion also ends the exact independence of pressure and pulse shape. The lead of HCl over TiCl4, 0.026 s at the exit, shrinks as $1/a_0$, while the diffusive spreading of the gas during transit does not. With diffusion the exit value is about 0.843, 0.850, 0.864 and 0.882 at one quarter, one, two and four times the stated TiCl4 pressure, so a higher pressure removes part of the gradient. TiCl4 is depleted by about 6 % from mid-gap to wall for uniform flow and about 7 % for a parabolic flow profile, but including this resistance changes the exit value of $\theta$ by less than 0.001. The pressure drop is about 4 % of the total pressure, and gas expansion by HCl release is at most about 1 %; both change the flow speed slightly, and with it $\alpha$ and $\gamma$.

The surface chemistry is the weaker part. A real oxide has several kinds of sites, and their sticking probabilities need not stay constant as chlorine accumulates. HCl may replace a hydroxyl group and release water, or open a Ti–O bridge and create a new hydroxyl group, so $w$ stands for a net loss of places. The example takes this loss to be positive; if HCl created more places than it removed, $w$ would be negative and the film would thicken downstream instead. Halving $w$ with all else fixed gives $\theta_\infty=1/(1+0.25\times0.380)=0.913$ at the exit, a deficit of 9 %. The 16 % is therefore a result for the chosen parameters, not a prediction for a particular reactor. The full set of values is in the numerical output below.

## Calculated quantities

```
temperature 473 K, pressure 2.0 Torr
TiCl4 inlet pressure 0.050 Torr
channel length 30 cm, gap 5 mm
flow speed 3.0 m/s, gas transit 0.100 s
sticking TiCl4 5.0e-03, HCl 1.0e-04
nu 1.50, w 0.3333, w*nu 0.500
film density 3.8 g/cm3 (rough)
landing places 1.433 per nm2
thermal speed TiCl4 229.8 m/s
thermal speed HCl 524.1 m/s
alpha 0.3830 1/cm, capture length 2.61 cm
gamma 0.01747 1/cm, capture length 57.2 cm
dose time to supply one TiCl4 per place 0.0561 s
x 5 cm: R 0.0550, theta 0.9732, film 48.66 nm
x 10 cm: R 0.1239, theta 0.9417, film 47.08 nm
x 20 cm: R 0.2613, theta 0.8844, film 44.22 nm
x 30 cm: R 0.3796, theta 0.8405, film 42.02 nm
inlet film after 1000 cycles 50.0 nm
exit thickness deficit 15.95 %
far-downstream floor of theta 0.6667
largest simulation-formula difference 2.2e-04
dose 0.03 s: simulated exit theta 0.0089
dose 0.06 s: simulated exit theta 0.7222
dose 0.10 s: simulated exit theta 0.8404
dose 0.20 s: simulated exit theta 0.8404
dose 0.40 s: simulated exit theta 0.8404
largest change from 0.20 to 0.40 s dose 2.7e-14
exit half-blocked by HCl at 0.1248 s after dose start
exit half-filled by TiCl4 at 0.1510 s after dose start
exit theta, doubled TiCl4 pressure 0.8402
exit theta, ramped pulse 0.8405
exit theta, doubled flow speed 0.9113
exit theta, no HCl uptake 1.0000
exit theta, HCl sticking 1e-2 0.6667
HCl sticking 3e-05: exit deficit 6.26 %
HCl sticking 3e-04: exit deficit 27.52 %
5 % fewer sites at exit: exit theta 0.8012
desorption 1.0 1/s, 0.4 s dose: exit 0.8885
desorption 1.0 1/s, 2.0 s dose: exit 0.9775
deficit ratio simulated 0.2020, decay law 0.2019
desorption rate giving 1 % exit change, 0.2 to 0.4 s 0.271 1/s
matching barrier for prefactor 1e13 1/s 1.27 eV
diffusivity TiCl4 61.3, HCl 140.9 cm2/s
with axial diffusion: inlet 0.9989, exit 0.8501
TiCl4 centre-to-wall depletion 5.9 %
exit theta with cross-gap resistance 0.8409
pressure drop over channel 4.1 % of total
gas expansion by HCl release 1.25 %
```
